# Moment rules for coupled homonuclear NMR spectra

## Two coupled spins

Take two spins 1/2 of the same isotope with resonance offsets \(\nu_1=-\Delta/2\) and \(\nu_2=+\Delta/2\), where \(\Delta>0\), and scalar coupling \(J\). All frequencies are in hertz, and the Hamiltonian is divided by Planck's constant:
\[
H=\nu_1I_{1z}+\nu_2I_{2z}+J\,\mathbf I_1\cdot\mathbf I_2 .
\]
The spin operators are dimensionless. The states \(\alpha\alpha\) and \(\beta\beta\) both have energy \(J/4\). In the basis \(\alpha\beta,\beta\alpha\) the remaining block is
\[
-\frac J4+\frac12\begin{pmatrix}-\Delta&J\\J&\Delta\end{pmatrix},
\qquad E_\pm=-\frac J4\pm\frac R2,\qquad R=\sqrt{\Delta^2+J^2}.
\]

Let an eigenvector of this block have real components \((x,y)\). The raising operator \(F_+=I_{1+}+I_{2+}\) connects it to \(\alpha\alpha\) with amplitude \(x+y\), and \(\beta\beta\) to it with the same amplitude. The intensity is \((x+y)^2=1+2xy\). The derivative of \(E_\pm\) with respect to \(J\), at fixed \(\Delta\), equals the expectation value of the derivative of the block: \(-\frac14\pm J/(2R)=-\frac14+xy\). Hence \(2xy=\pm J/R\).

The four energy differences are \((\pm R\pm J)/2\) with independent signs. After division by the total intensity 4, the lines are
\[
\pm\frac{R+J}{2}\ \text{ with weight }\ \frac{1-J/R}{4},\qquad
\pm\frac{R-J}{2}\ \text{ with weight }\ \frac{1+J/R}{4}.
\]
For \(J>0\) the first pair is the outer one. Every position and every weight depends on \(J\).

The spectrum is symmetric, so its mean is zero. For the mean square, use \((1-J/R)(R+J)^2=(R^2-J^2)(R+J)/R=\Delta^2(R+J)/R\), and the same identity with \(J\to-J\):
\[
M_2=\frac{\Delta^2}{8R}\big[(R+J)+(R-J)\big]=\frac{\Delta^2}{4}.
\]
The coupling has cancelled. In the mean fourth power it stays:
\[
M_4=\frac{\Delta^2}{32R}\big[(R+J)^3+(R-J)^3\big]
=\frac{\Delta^2(R^2+3J^2)}{16}=\frac{\Delta^4}{16}+\frac{\Delta^2J^2}{4}.
\]

With \(\Delta=24\) Hz and \(J=7\) Hz, \(R=25\) Hz. The lines lie at \(\pm16\) Hz with weight 0.18 each and at \(\pm9\) Hz with weight 0.32 each. Thus
\[
M_2=2(0.18)(16^2)+2(0.32)(9^2)=92.16+51.84=144\ \mathrm{Hz^2}=12^2\ \mathrm{Hz^2}.
\]
The fourth moment is 27792 Hz⁴, against 20736 Hz⁴ without coupling.

## Setting and theorem

Consider \(N\) spins of one isotope, each with spin quantum number \(I\), and
\[
H=Z+V,\qquad Z=\sum_i\nu_iI_{iz},\qquad V=\sum_{i<j}J_{ij}\,\mathbf I_i\cdot\mathbf I_j .
\]
The offsets \(\nu_i\) are measured from a common carrier. Let \(F_\pm=\sum_iI_{i\pm}\), \(F_z=\sum_iI_{iz}\), and let \(H|a\rangle=\varepsilon_a|a\rangle\). A line has frequency \(\nu_{ab}=\varepsilon_a-\varepsilon_b\) and intensity \(|\langle a|F_+|b\rangle|^2\). The moments are
\[
M_n=\frac{\sum_{ab}\nu_{ab}^{\,n}\,|\langle a|F_+|b\rangle|^2}{\sum_{ab}|\langle a|F_+|b\rangle|^2}. \tag{1}
\]

These intensities rest on physical assumptions. In the high-temperature limit the equilibrium density operator is the unit operator plus a small term linear in the laboratory Hamiltonian. The common Larmor frequency greatly exceeds the shifts and couplings, so this term is taken proportional to \(F_z\). A uniform ideal pulse turns it into \(F_x=(F_++F_-)/2\), and uniform detection measures
\[
\operatorname{Tr}\!\left(F_+e^{-2\pi iHt}F_xe^{2\pi iHt}\right)
=\tfrac12\sum_{ab}|\langle a|F_+|b\rangle|^2e^{2\pi i\nu_{ab}t}.
\]
The \(F_+\) part of \(F_x\) drops out because \(H\) conserves \(F_z\), while two raising operators change it by two. The remaining part gives the intensities in (1). Relaxation is left out, and every line is counted.

**Theorem.** Under these assumptions, for any values of the shifts and couplings,
\[
M_1=\frac1N\sum_i\nu_i,\qquad M_2=\frac1N\sum_i\nu_i^2,\qquad M_3=\frac1N\sum_i\nu_i^3, \tag{2}
\]
\[
M_4=\frac1N\sum_i\nu_i^4+\frac{2I(I+1)}{3N}\sum_{i<j}J_{ij}^2(\nu_i-\nu_j)^2. \tag{3}
\]

The first three moments are free of coupling; the fourth is the first that can contain it.

## Three lemmas

Write \(\langle A\rangle=\operatorname{Tr}A/\operatorname{Tr}1\), \((X|Y)=\langle X^\dagger Y\rangle\) and \(LX=[H,X]\).

**Lemma 1.** The moments are \(M_n=(F_+|L^nF_+)/(F_+|F_+)\), and \((X|LY)=(LX|Y)\).

*Proof.* Between eigenstates, \(\langle a|LX|b\rangle=(\varepsilon_a-\varepsilon_b)\langle a|X|b\rangle\). Repeating this \(n\) times gives \(\langle a|L^nF_+|b\rangle=\nu_{ab}^n\langle a|F_+|b\rangle\). Multiplication by \(\langle a|F_+|b\rangle^*\) and summation over \(a,b\) gives the numerator of (1), apart from the dimension of the space, which cancels in the ratio. For the second claim, cyclic invariance of the trace gives
\[
\langle X^\dagger(HY-YH)\rangle=\langle(X^\dagger H-HX^\dagger)Y\rangle=\langle[H,X]^\dagger Y\rangle .
\]
The last equality uses \(H^\dagger=H\). ∎

**Lemma 2.** Let \(c=I(I+1)/3\). Then \((I_{i+}|I_{j+})=2c\,\delta_{ij}\), so \((F_+|F_+)=2cN\).

*Proof.* For one spin, \(I_x^2+I_y^2+I_z^2=I(I+1)\). The three squares have equal traces by rotational symmetry, so each has normalized trace \(c\). Also
\[
I_-I_+=I_x^2+I_y^2+i[I_x,I_y]=I_x^2+I_y^2-I_z .
\]
Since \(\langle I_z\rangle=0\), this gives \(\langle I_-I_+\rangle=2c\). For different spins the normalized trace factorizes, and each factor vanishes because \(\langle I_\pm\rangle=0\). Summing the \(N\) diagonal terms completes the proof. ∎

**Lemma 3.** Define \(K_{ij}=I_{i+}I_{jz}-I_{iz}I_{j+}\) for \(i\neq j\). Then
\[
[\mathbf I_i\cdot\mathbf I_j,I_{i+}]=K_{ij},\qquad
[\mathbf I_i\cdot\mathbf I_j,I_{j+}]=-K_{ij}. \tag{4}
\]
Each \(K_{ij}\) is orthogonal to every \(I_{k+}\), \((K_{ij}|K_{ij})=4c^2\), and operators \(K\) of different pairs are orthogonal.

*Proof.* Write
\[
\mathbf I_i\cdot\mathbf I_j=I_{iz}I_{jz}+\tfrac12(I_{i+}I_{j-}+I_{i-}I_{j+}).
\]
In the commutator with \(I_{i+}\), the first term gives \(I_{i+}I_{jz}\), because \([I_z,I_+]=I_+\). The second gives zero. The third gives \(\frac12(-2I_{iz})I_{j+}\), because \([I_-,I_+]=-2I_z\). Their sum is \(K_{ij}\). Exchanging the labels gives the other commutator, \(K_{ji}=-K_{ij}\).

In \((I_{k+}|K_{ij})\), at least one of the spins \(i,j\) differs from \(k\). That spin contributes a single traceless operator, so the product has zero trace. For two different pairs, at least one spin occurs in one pair but not in the other, and the same argument applies.

In the norm of \(K_{ij}\), the two direct terms are \(\langle I_-I_+\rangle\langle I_z^2\rangle=2c^2\) each. The cross terms contain \(\langle I_-I_z\rangle\) or \(\langle I_zI_+\rangle\), which vanish because these operators change the magnetic quantum number. The sum is \(4c^2\). ∎

## Proof of the theorem

Adding the two commutators in (4) gives \([\mathbf I_i\cdot\mathbf I_j,I_{i+}+I_{j+}]=0\). The other spins commute with this coupling term. Therefore \([V,F_+]=0\), and
\[
LF_+=[Z,F_+]=\sum_i\nu_iI_{i+}\equiv D. \tag{5}
\]
This is where isotropy of the coupling is needed: \(V\) is unchanged by a common rotation of all spins, and \(F_+\) is built from the generators of such rotations.

By Lemmas 1 and 2,
\[
M_1=\frac{(F_+|D)}{2cN}=\frac{2c\sum_i\nu_i}{2cN}=\frac1N\sum_i\nu_i .
\]
In the second moment one factor of \(L\) is moved to the left:
\[
M_2=\frac{(LF_+|LF_+)}{2cN}=\frac{(D|D)}{2cN}=\frac1N\sum_i\nu_i^2 .
\]

For the next two moments apply \(L\) to \(D\). The shift part multiplies each \(I_{i+}\) by another \(\nu_i\). The coupling term of pair \(i,j\) acts on \(\nu_iI_{i+}+\nu_jI_{j+}\) and, by (4), gives \(J_{ij}(\nu_i-\nu_j)K_{ij}\). Hence
\[
LD=\sum_i\nu_i^2I_{i+}+\sum_{i<j}J_{ij}(\nu_i-\nu_j)K_{ij}. \tag{6}
\]
The operator \(D\) contains one-spin terms only, and Lemma 3 makes these orthogonal to the second sum. Thus
\[
M_3=\frac{(D|LD)}{2cN}=\frac1N\sum_i\nu_i^3 .
\]
Finally, all terms in (6) are mutually orthogonal, so
\[
M_4=\frac{(LD|LD)}{2cN}
=\frac{2c\sum_i\nu_i^4+4c^2\sum_{i<j}J_{ij}^2(\nu_i-\nu_j)^2}{2cN}.
\]
Division gives the coefficient \(2c/N=2I(I+1)/(3N)\) in (3). ∎

The fourth moment has room for the sequence that makes coupling visible. One action of \(L\) must use the shifts to turn \(F_+\) into \(D\). A second uses \(J\) to make a two-spin operator. A third uses \(J\) to return to one-spin operators, and a fourth uses the shifts again to return an overlap with \(F_+\). If all shifts are equal to \(\nu\), the first step gives \(LF_+=\nu F_+\). Every line with nonzero intensity then lies at \(\nu\), whatever the couplings.

For spin 1/2 the coefficient \(2c\) is 1/2, and (3) reproduces the pair result. For two spins 1 it is 4/3. With the same \(\Delta=24\) Hz and \(J=7\) Hz, \(M_2\) remains 144 Hz², while
\[
M_4=20736+\tfrac12\cdot\tfrac43\cdot7^2\cdot24^2=39552\ \mathrm{Hz^4}.
\]

**Central moments.** Subtract \(\bar\nu F_z\) from \(H\), where \(\bar\nu=M_1\). This term commutes with \(H\), and each observed transition changes \(F_z\) by one, so every line moves by \(-\bar\nu\) with unchanged intensity. Equations (2) and (3) therefore give the central moments when \(\nu_i\) is replaced by \(\nu_i-\bar\nu\).

## How the cancellation works in two limits

Return to two spins 1/2. For \(|J|\ll\Delta\), the first-order spectrum has four equally intense lines at \(\pm\Delta/2\pm J/2\). Its second moment is \(\Delta^2/4+J^2/4\), which violates the theorem. Two corrections repair it. The true squared positions are
\[
\frac{(R\pm J)^2}{4}=\frac{\Delta^2}{4}+\frac{J^2}{2}\pm\frac{RJ}{2}.
\]
With equal weights their mean would be \(\Delta^2/4+J^2/2\). The unequal weights add \(-(J/R)(RJ/2)=-J^2/2\). This intensity change is the roof effect: the inner lines gain at the expense of the outer ones. It is of relative size \(J/\Delta\), but it multiplies differences of squared frequency of size \(\Delta J\). Its contribution to \(M_2\) therefore does not fade as the shift separation grows.

For \(J\gg\Delta\), expansion of \(R\) puts the inner lines at approximately \(\pm\Delta^2/(4J)\), so they merge at the centre. The outer lines approach \(\pm J\), each with weight approximately \(\Delta^2/(8J^2)\). Their contribution is
\[
2\,\frac{\Delta^2}{8J^2}\,J^2=\frac{\Delta^2}{4}.
\]
To leading order the second moment is carried by two distant lines of vanishing intensity. The spectrum can look like a single line while its full second moment stays fixed. A moment taken over a restricted window can then be far from the theorem's value.

## Three coupled spins

Choose three spins 1/2 with offsets 10, 30 and 65 Hz and couplings \(J_{12}=12\), \(J_{13}=3\), \(J_{23}=7\) Hz. These are model parameters. The eight states have \(F_z=3/2,1/2,-1/2,-3/2\), with 1, 3, 3 and 1 states. Transitions between neighbouring groups number \(3+9+3=15\). Numerical diagonalization of the \(8\times8\) Hamiltonian gives these lines:

| Frequency / Hz | Weight |
|---:|---:|
| −25.79 | 0.000001 |
| 0.68 | 0.036484 |
| 3.90 | 0.043981 |
| 12.65 | 0.119570 |
| 15.87 | 0.132667 |
| 21.94 | 0.108399 |
| 28.75 | 0.144469 |
| 33.91 | 0.026638 |
| 40.72 | 0.054458 |
| 42.34 | 0.000657 |
| 60.38 | 0.105116 |
| 63.60 | 0.093153 |
| 67.19 | 0.071505 |
| 70.41 | 0.062875 |
| 88.45 | 0.000026 |

The weighted sum over the unrounded lines has mean 35 Hz, equal to \((10+30+65)/3\). Relative to this mean the offsets are −25, −5 and 30 Hz. The central second and third moments from the line list are 516.67 Hz² and 3750 Hz³, in agreement with
\[
\frac{625+25+900}{3}=516.67,\qquad
\frac{-15625-125+27000}{3}=3750 .
\]
The central fourth moment is 424558 Hz⁴, compared with 400417 Hz⁴ at zero coupling. Equation (3) accounts for the difference:
\[
\frac16\left(12^2\cdot20^2+3^2\cdot55^2+7^2\cdot35^2\right)
=\frac{144850}{6}=24142\ \mathrm{Hz^4}.
\]

**Effect of omitted lines.** The three weakest lines have total weight 0.000684. Omitting them and renormalizing changes the central second moment to 516.91 Hz², an error of about 0.05% relative to the full value. The increase comes mainly from the line at 42.34 Hz. It lies only 7.34 Hz from the mean, so its squared distance, 54 Hz², is below the average. Its removal raises the mean square by about \(0.000657(517-54)=0.30\) Hz². Removing the two distant lines lowers it by about 0.06 Hz².

**Shifts and couplings from moments.** For three spins, (2) determines the set of shifts without knowledge of the couplings. Let \(x_i=\nu_i-\bar\nu\), so that \(\sum_ix_i=0\), and let \(m_2,m_3\) be the central moments. The \(x_i\) are the roots of \(x^3+e_2x-e_3=0\), with \(e_2=x_1x_2+x_1x_3+x_2x_3\) and \(e_3=x_1x_2x_3\). Squaring \(\sum_ix_i=0\) gives \(e_2=-\frac12\sum_ix_i^2=-3m_2/2\). Summing the cubic over its roots gives \(e_3=\frac13\sum_ix_i^3=m_3\). Here
\[
x^3-775x-3750=(x+25)(x+5)(x-30)=0,
\]
which returns the three offsets, though not their assignment to particular nuclei.

The fourth moment then supplies one combination of squared couplings. For a spin-1/2 pair that is enough to find the magnitude: with central moments, \(M_4-M_2^2=J^2M_2\), so the first example gives
\[
|J|=\sqrt{(27792-144^2)/144}=7\ \mathrm{Hz}.
\]
The sign of \(J\) cannot be found from \(M_4\), which contains only its square.

## Where the rules fail

Suppose the coupling is replaced by an operator \(W\) with \([W,F_+]=Q\neq0\). Then \(LF_+=D+Q\). In the three cases below \(Q\) contains products of operators on two different spins, so it is orthogonal to \(F_+\) and \(D\). The mean is unchanged, but
\[
M_2=\frac1N\sum_i\nu_i^2+\frac{(Q|Q)}{2cN}. \tag{7}
\]

**First-order coupling.** Let \(W=\sum_{i<j}J_{ij}I_{iz}I_{jz}\). Then \(Q=\sum_{i<j}J_{ij}P_{ij}\), with \(P_{ij}=I_{i+}I_{jz}+I_{iz}I_{j+}\). The calculation in Lemma 3 gives \((P_{ij}|P_{ij})=4c^2\) and orthogonality between pairs. The added second moment is \((2c/N)\sum_{i<j}J_{ij}^2\). For the three-spin example it is \((144+9+49)/6=33.67\) Hz². Diagonalization gives this same difference after all shift separations are multiplied by 100, as the formula requires.

**Dipolar coupling.** In an aligned sample, take \(W=\sum_{i<j}d_{ij}(3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j)\). The isotropic part commutes with \(F_+\), leaving \(Q=3\sum_{i<j}d_{ij}P_{ij}\). The added second moment is \((18c/N)\sum_{i<j}d_{ij}^2\). Three spins 1/2 with \(d_{ij}=12,3,7\) Hz gain \(1.5\times202=303\) Hz², nine times the first-order value for couplings of the same size.

**An unobserved nucleus.** Let an additional spin \(S=1/2\) of another isotope couple through \(\sum_iJ_{iS}I_{iz}S_z\), while \(F_+\) contains only the \(N\) observed spins. Then \(Q=\sum_iJ_{iS}I_{i+}S_z\). Since \(\langle S_z^2\rangle=1/4\), \((Q|Q)=(2c/4)\sum_iJ_{iS}^2\), and the addition is \(\sum_iJ_{iS}^2/(4N)\). For the pair of the first section, couplings of 10 and 4 Hz to \(S\) add \((100+16)/8=14.5\) Hz². Thus the rule for \(M_2\) requires that every spin coupled to an observed spin is itself observed; couplings among unobserved spins alone do not matter.

**Line broadening.** If every line is convolved with the same normalized shape of zero mean and variance \(s^2\), averaging \((\nu_{ab}+x)^2\) over the displacement \(x\) adds \(s^2\) to \(M_2\). A Lorentzian shape has no finite variance: its tail falls as \(1/x^2\), so the integrand of the second moment approaches a constant. The theorem then applies to the underlying line positions and integrated intensities, not to a second moment integrated over the broadened spectrum. This assumes one common line shape. If the coupled spins relax at different rates, relaxation mixes the transitions and slightly changes both positions and areas, so the rules hold only approximately, best when the differences in width are small compared with the line separations.
